# Photoelectron asymmetry and spin polarization at an alkali Cooper minimum

**Q.** I photoionize the valence $ns$ electron of an alkali atom with linear light. An $s$ electron goes to a $p$ wave, so I expect $\cos^2\theta$, that is $\beta=2$, at any energy. Near the Cooper minimum I see much less. What have I left out?

**A.** You have left out that there are two $p$ waves, $\varepsilon p_{1/2}$ and $\varepsilon p_{3/2}$. I take one electron in a local central potential $V(r)$ outside a closed shell, an unpolarized initial state, no hyperfine structure, and the electric-dipole approximation. Units are Rydberg atomic units, $\hbar=1$, $m=1/2$, $e^2=2$, $c=2/\alpha$. A Dirac state is $r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$, with $\kappa=-1,+1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$, and

$$P'=-\frac{\kappa}{r}P+\Big[c+\frac{\varepsilon-V}{c}\Big]Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P .$$

I fix $P>0$ at small $r$ and normalize the continuum per Ry. The dipole operator is $rC_q$ with $C_q=\sqrt{4\pi/3}\,Y_{1q}$. Since $\Omega_{-\kappa m}=-\boldsymbol\sigma\cdot\hat r\,\Omega_{\kappa m}$, and $\boldsymbol\sigma\cdot\hat r$ is Hermitian, squares to one and commutes with $C_q$, the small components have the same angular integral as the large ones. Each channel then has one radial integral, $R=\int r\,(PP_s+QQ_s)\,dr$. I call these $R_1$ ($j=1/2$) and $R_3$ ($j=3/2$). A final state with incoming-wave condition attaches $-i\,e^{i\delta_j}\Omega_{jm}(\hat k)$ to each channel, the two components of $\Omega$ being the amplitudes for rest-frame spin up and down. Dropping the common $-i$, the channel amplitudes are $a_1=R_1e^{i\delta_1}$ and $a_3=R_3e^{i\delta_3}$, with $\Delta=\delta_1-\delta_3$.

The dipole turns $Y_{00}\chi$ into $C_qY_{00}\chi=Y_{1q}\chi/\sqrt3$ and leaves the spinor $\chi$ alone. We split this into $j$ components and weight each with its $a_j$. The Clebsch–Gordan coefficients give

$$\Omega_{\frac32\frac12}=\sqrt{\tfrac23}Y_{10}\!\uparrow+\sqrt{\tfrac13}Y_{11}\!\downarrow,\qquad \Omega_{\frac12\frac12}=-\sqrt{\tfrac13}Y_{10}\!\uparrow+\sqrt{\tfrac23}Y_{11}\!\downarrow .$$

For linear light the axis is the polarization and $q=0$. Inverting the pair, $Y_{10}\!\uparrow=\sqrt{2/3}\,\Omega_{\frac32\frac12}-\sqrt{1/3}\,\Omega_{\frac12\frac12}$. Weighting and re-expanding,

$$Y_{10}\!\uparrow\;\to\;\frac{2a_3+a_1}{3}\,Y_{10}\!\uparrow+\frac{\sqrt2\,(a_3-a_1)}{3}\,Y_{11}\!\downarrow .$$

The initial spin down gives the mirror image, with $Y_{1,-1}\!\uparrow$. With $C=R_1R_3\cos\Delta$ and $S=R_1^2+2R_3^2$ the two squared coefficients add to

$$\frac{(4R_3^2+R_1^2+4C)+2(R_3^2+R_1^2-2C)}{9}=\frac S3 .$$

Restoring the factor $1/3$ from $C_qY_{00}$, the golden-rule cross section $4\pi^2\alpha\,\omega\,|\langle f|rC_q|i\rangle|^2$ becomes $\sigma=4\pi^2\alpha\,\omega S/9$ in bohr$^2$, and the share of electrons whose spin has flipped is $f=2|a_3-a_1|^2/(3S)$. The two terms carry orthogonal spinors, so they add without interference when spin is not detected. Now $4\pi|Y_{10}|^2=3\cos^2\theta=1+2P_2$ and $4\pi|Y_{1\pm1}|^2=\tfrac32\sin^2\theta=1-P_2$. With the distribution written as $1+\beta P_2(\cos\theta)$,

$$\beta=2(1-f)-f=2-\frac{2|a_3-a_1|^2}{S}=\frac{2R_3^2+4R_1R_3\cos\Delta}{S}.$$

The last form follows from $2S-2(R_3^2+R_1^2-2C)=2R_3^2+4C$. So $\beta=2$ requires $a_1=a_3$. The Cooper minimum is where the non-flip amplitude nearly cancels: at $R_1=-2R_3$, $|2a_3+a_1|^2=8R_3^2(1-\cos\Delta)$, which is zero for $\Delta=0$ and small for small $\Delta$. The small flip amplitude is then almost all that remains, and it is emitted as $\sin^2\theta$.

**Q.** How low can $\beta$ go?

**A.** First set $\Delta=0$. Let $d=R_3-R_1$ and $x=(2R_3+R_1)/d$. Solving these two definitions gives $R_3=(x+1)d/3$ and $R_1=(x-2)d/3$, so $S=[(x-2)^2+2(x+1)^2]d^2/9=(x^2+2)d^2/3$ and

$$\beta=2-\frac{6}{x^2+2}.$$

It reaches $-1$ at $x=0$, equals $1$ where $R_1=0$ ($x=2$) and $0$ where $R_3=0$ ($x=-1$).

For $\Delta\neq0$ put $u=R_1$, $v=\sqrt2R_3$. Then $\beta=(v^2+2\sqrt2\cos\Delta\,uv)/(u^2+v^2)$ is the Rayleigh quotient of the matrix with diagonal $(0,1)$ and off-diagonal $\sqrt2\cos\Delta$. Its extremes over the ratio $u/v$ are the roots of $\lambda^2-\lambda-2\cos^2\Delta=0$,

$$\beta_\pm=\tfrac12\big[1\pm\sqrt{1+8\cos^2\Delta}\big].$$

For small $\Delta$, $\sqrt{9-8\Delta^2}\approx3-\tfrac43\Delta^2$, so $\beta_-\approx-1+\tfrac23\Delta^2$. This is a lower bound at fixed $\Delta$. It is attained when the ratio $R_1/R_3$ sweeps through the value near $-2$, which happens between two separated simple zeros if $R_1$ and $R_3$ cross zero in the same direction, because $R_1/R_3$ then runs over all negative values there.

**Q.** And circular light? The photon does not act on the spin, yet the Fano effect gives polarized electrons.

**A.** Take helicity $+1$, the axis along the beam, $q=+1$. Initial spin up gives $Y_{11}\!\uparrow=\Omega_{\frac32\frac32}$, which is pure $j=3/2$, so it becomes $a_3Y_{11}\!\uparrow$ and cannot flip. Initial spin down gives $Y_{11}\!\downarrow=\sqrt{1/3}\,\Omega_{\frac32\frac12}+\sqrt{2/3}\,\Omega_{\frac12\frac12}$, and

$$Y_{11}\!\downarrow\;\to\;\frac{a_3+2a_1}{3}\,Y_{11}\!\downarrow+\frac{\sqrt2\,(a_3-a_1)}{3}\,Y_{10}\!\uparrow .$$

The photon orients the orbital motion, and the two initial spins then meet different mixtures of the channels. The weights are $R_3^2$ for the first and $(R_3^2+2R_1^2)/3$ for the second, in total $2S/3$. The angle-integrated polarization along the helicity is up minus down over the total:

$$\mathcal P=\frac{9R_3^2+2(R_3^2+R_1^2-2C)-(R_3^2+4R_1^2+4C)}{6S}=\frac{5R_3^2-R_1^2-4R_1R_3\cos\Delta}{3S}.$$

For $a_1=a_3$ the numerator is $5-1-4=0$. For linear light the two initial spins are mirror images, and the integrated polarization cancels. The angular distribution for circular light has a $Y_{10}$ share $g=(2|a_3-a_1|^2/9)/(2S/3)=f/2$, so its $P_2$ coefficient about the beam is $2g-(1-g)=-1+\tfrac32f=-\beta/2$, with the same $\beta$.

For $\Delta=0$ the numerator is $[5(x+1)^2-(x-2)^2-4(x+1)(x-2)]d^2/9=(2x+1)d^2$ and $3S=(x^2+2)d^2$, so

$$\mathcal P=\frac{2x+1}{x^2+2}.$$

Its derivative has numerator $2(x^2+2)-2x(2x+1)=-2(x-1)(x+2)$. At $x=1$, where $R_3+2R_1=0$ removes the one spin-down term, $\mathcal P=1$. At $x=-2$, $\mathcal P=-1/2$. For $\Delta\ne0$ the matrix of $3\mathcal P$ has diagonal $(-1,\tfrac52)$ and off-diagonal $-\sqrt2\cos\Delta$, its eigenvalues solve $\lambda^2-\tfrac32\lambda-\tfrac52-2\cos^2\Delta=0$, and $\mathcal P_\pm=[3\pm\sqrt{49+32\cos^2\Delta}]/12$, which differ from $1$ and $-\tfrac12$ by $\tfrac4{27}\Delta^2$ at small $\Delta$. At large $|x|$ and $\Delta=0$, $\mathcal P\approx2/x$ while $2-\beta\approx6/x^2$; a small $\Delta$ adds about $\tfrac29\Delta^2$ and $\tfrac23\Delta^2$, which is what remains at $R_1=R_3$. Polarization therefore needs $a_1\neq a_3$, but it does not need a Cooper minimum. The minimum makes it large.

**Q.** Everything rests on $R_1$ and $R_3$ vanishing at different energies. Why should they?

**A.** Eliminate $Q$. With $M=c+(\varepsilon-V)/c$ the first equation reads $P'+\kappa P/r=MQ$. Differentiating it and inserting $Q'$ gives

$$P''=\Big[\frac{\kappa(\kappa+1)}{r^2}+V-\varepsilon\Big]P-\frac{(\varepsilon-V)^2}{c^2}P+\frac{M'}{M}\Big(P'+\frac{\kappa}{r}P\Big).$$

Both $p$ waves have $\kappa(\kappa+1)=2$. To order $\alpha^2$, $M'/M=-V'/c^2$, and the term that depends on $\kappa$ is a potential $-\kappa V'/(c^2r)$. Writing $\kappa=-1-2\,l\!\cdot\!s$, with $l\!\cdot\!s=-1$ for $p_{1/2}$ and $+\tfrac12$ for $p_{3/2}$, its channel-dependent part is $U=\xi\,l\!\cdot\!s$ with $\xi=\alpha^2V'/(2r)$. The rest is common to both channels, and I call it scalar.

Let $u$ and $w$ be the regular and irregular nonrelativistic $p$ waves, tending to $(\pi k)^{-1/2}\sin\phi$ and $(\pi k)^{-1/2}\cos\phi$, with $k^2=\varepsilon$ and $\phi'\to k$. Their Wronskian is $uw'-u'w=-1/\pi$. The equation $(\varepsilon-H)G=\delta(r-r')$ demands a unit jump in $G'$, so $G=-\pi u(r_<)w(r_>)$. The first-order change $\delta u=\int GUu\,dr'$ tends to $-\pi U_{\varepsilon\varepsilon}w$, where $U_{\varepsilon\varepsilon}=\int uUu\,dr$. Comparing with $\sin(\phi+\eta)\approx\sin\phi+\eta\cos\phi$, the phase shift is $\eta=-\pi U_{\varepsilon\varepsilon}$ and the amplitude is unchanged. Hence

$$\Delta=-\pi\xi_{\varepsilon\varepsilon}\big(-1-\tfrac12\big)=\tfrac{3\pi}{2}\,\xi_{\varepsilon\varepsilon}.$$

The same $\delta u$ can be expanded in all $p$ eigenstates of $V$, with coefficients $U_{\varepsilon'\varepsilon}/(\varepsilon-\varepsilon')$. The pole is taken as a principal value: any other rule adds a multiple of $u$ itself, while the principal value leaves $\langle\varepsilon|\varepsilon'\rangle$ unchanged at first order because the two cross terms cancel, which matches the unchanged amplitude. So

$$R_j=R+(l\!\cdot\!s)_jD,\qquad D=\mathrm{P}\!\sum_{\varepsilon'}\frac{\xi_{\varepsilon\varepsilon'}R(\varepsilon')}{\varepsilon-\varepsilon'},$$

where the sum includes the continuum integral and $R$ absorbs the scalar terms. Then $R_3-R_1=\tfrac32D$, $(2R_3+R_1)/3=R$, and $x=2R/D$. The quantity $D$ borrows dipole strength from other energies, so the condition $R(\varepsilon)=0$ does not make it vanish.

The small components also depend on $\kappa$. With $Q\approx(u'+\kappa u/r)/c$ and $Q_s\approx(P_s'-P_s/r)/c$ their $\kappa$-dependent part is $(\kappa/c^2)\int u\,(P_s'-P_s/r)\,dr$. Applying the $p$-wave Hamiltonian to $rP_s$ gives $E_srP_s-2(P_s'-P_s/r)$, and projecting on $u$ shows that the integral is $-\omega R/2$. The term is $-\kappa\alpha^2\omega R/8$, which vanishes with $R$ and does not split the zeros at this order.

**Q.** What does that predict for a scan across the minimum?

**A.** If $R$ is linear with slope $R'$ and $D$ constant over the region, the zeros lie at $\varepsilon_j=\varepsilon_c-(l\!\cdot\!s)_jD/R'$, where $R(\varepsilon_c)=0$. Therefore

$$\varepsilon_1-\varepsilon_3=\frac{3D}{2R'},\qquad \varepsilon_c=\frac{2\varepsilon_3+\varepsilon_1}{3},\qquad x=\frac{3(\varepsilon-\varepsilon_c)}{\varepsilon_1-\varepsilon_3}.$$

The minimum of $\beta$ is at $\varepsilon_c$. The half depth $\beta=\tfrac12$ needs $x^2=2$, a full width $\tfrac{2\sqrt2}{3}|\varepsilon_1-\varepsilon_3|$. The value $x=1$ puts $\mathcal P=1$ at $(\varepsilon_3+2\varepsilon_1)/3$, and $x=-2$ puts $\mathcal P=-\tfrac12$ at $(4\varepsilon_3-\varepsilon_1)/3$. With $d=R'(\varepsilon_1-\varepsilon_3)$, the smallest $S$ is $\tfrac23R'^2(\varepsilon_1-\varepsilon_3)^2$, so the cross section has a minimum and no zero.

**Q.** Then the dip reaches $-1$ however weak the spin–orbit coupling is. Where does the weight of the atom enter?

**A.** In this model it enters the width. The size of $\xi_{\varepsilon\varepsilon}$ can be estimated from a Coulomb field at threshold. For unit charge $u''=Fu$ with $F=2/r^2-2/r$, and $(u'^2-Fu^2)'=-F'u^2$. The bracket vanishes at the origin, where $u\propto r^2$. At large $r$ the WKB form $u=(\pi\zeta)^{-1/2}\sin\phi$ with $\zeta=\phi'=\sqrt{-F}$ makes it $\zeta/\pi\to0$. Since $F'=2/r^2-4/r^3$, we get $\langle r^{-3}\rangle=\tfrac12\langle r^{-2}\rangle$. The threshold solution is $\sqrt r\,J_{2l+1}(\sqrt{8r})$, whose asymptotic phase contains $-(2l+1)\pi/2$ and so changes by $-\pi\,dl$. The phase formula with $U=(2l+1)\,dl/r^2$ gives $-\pi(2l+1)\langle r^{-2}\rangle dl$. For $l=1$, $\langle r^{-2}\rangle=\tfrac13$ and $\langle r^{-3}\rangle=\tfrac16$. For charge $Z$ the same WKB amplitude requires $u_Z(r)=Z^{-1/2}u_1(Zr)$, and $\xi=\alpha^2Z/r^3$, so

$$\xi_{\varepsilon\varepsilon}=\alpha^2Z\cdot Z^{-1}\cdot Z^2\cdot\tfrac16=\frac{\alpha^2Z^2}{6},\qquad\Delta=\frac{\pi\alpha^2Z^2}{4}.$$

In an atom this is the Landé estimate, with a screened inner charge $Z_i<Z$, and it holds as far as WKB carries the amplitude through the core. The off-diagonal $\xi_{\varepsilon\varepsilon'}$ come from the same inner region, so I estimate that $D$ also grows roughly as $(\alpha Z_i)^2$, times radial factors particular to the atom, so this is a trend and not a scaling law. The width $\propto D/R'$ grows with it, whereas the depth changes by $\tfrac23\Delta^2\propto(\alpha Z_i)^4$, toward a slightly shallower dip.

**Q.** Can you put numbers on it for potassium?

**A.** I take $4s\to\varepsilon p$ for a Dirac electron in a frozen K$^+$ core. The core density $\rho$ is nonrelativistic restricted Hartree–Fock in an even-tempered $22s16p$ Gaussian basis, and $V$ is the point nucleus, the Hartree potential of $\rho$, and local Kohn–Sham exchange $-2(3\rho/\pi)^{1/3}$. The radial equations were integrated by fourth-order Runge–Kutta on 4000 log-linear steps to 70 bohr, bound states found by shooting, and continuum amplitudes and phases read from the second-order WKB form at the last point. $D$ came from the inhomogeneous Schrödinger equation for $\delta u$.

The $4s$ energy is $-0.4010$ Ry. The zeros are $\varepsilon_1=0.08537$ and $\varepsilon_3=0.10266$ Ry, so $\varepsilon_1-\varepsilon_3=-0.01729$ Ry $=-0.235$ eV and $\varepsilon_c=(0.20532+0.08537)/3=0.09690$ Ry. These digits serve the arithmetic within the model and this basis, and the last ones are not converged: larger, more diffuse Gaussian bases lower $\varepsilon_1$ by $6\times10^{-5}$ Ry, $\varepsilon_3$ by about $4\times10^{-5}$ Ry and the $4s$ energy by about $3\times10^{-5}$ Ry, and the splitting becomes $-0.01732$ Ry. At that energy $R_1=0.02333$ and $R_3=-0.01138$ bohr Ry$^{-1/2}$. Their difference $-0.03471$ compares with $3D/2=-0.03457$, which is $0.4\%$ smaller in size than the Dirac value. The slope of $(2R_3+R_1)/3$ is $1.989$ bohr Ry$^{-3/2}$, and $-0.03457/1.989=-0.0174$ Ry reproduces the splitting to $0.5\%$ of it.

The sign and size of $D=-0.03457/1.5=-0.0230$ can be traced to single states. The $4p$ level has $E=-0.2373$ Ry, $\xi_{\varepsilon,4p}=0.001498$ Ry$^{1/2}$ and $R=-4.502$ bohr, and contributes $0.001498\times(-4.502)/(0.0969+0.2373)=-0.0202$, or $88\%$ of $D$. The $3p$ state contributes $0.006043\times0.6061/(0.0969+1.7062)=+0.0020$, or $-9\%$. It enters as a member of the complete set of $V$, although it is occupied. The remaining $21\%$ belongs to the other $p$ states. The resonance line thus supplies most of the flip amplitude, and $D<0$ with $R'>0$ places the $p_{1/2}$ zero lower.

The Dirac phase difference is $\Delta=0.01328$ rad, and first order gives $\tfrac{3\pi}2\xi_{\varepsilon\varepsilon}=0.01317$ rad, with $\xi_{\varepsilon\varepsilon}=0.002796$ after rounding. Of $\xi_{\varepsilon\varepsilon}$, $98\%$ comes from $r<0.5$ bohr, and reading it as $\alpha^2Z_i^2/6$ gives $Z_i=17.75$ for $Z=19$. This potential overstates the spin–orbit coupling of real potassium: its $4p$ fine structure is about $134$ cm$^{-1}$ against a measured $57.7$ cm$^{-1}$, and the measured quantum defects of the two $p$ series differ by about $0.0030$, that is $\Delta\approx0.0096$ rad and $Z_i\approx15$.

On the computed curves the minimum of $\beta$ is $-0.99988$, which is $-1+\tfrac23(0.01328)^2$. It lies at $0.09680$ Ry, $0.0001$ Ry below $\varepsilon_c$, because $2R_3+R_1=+0.00057$ at $\varepsilon_c$ and $0.00057/(3\times1.989)=0.0001$. The width is $0.01644$ Ry ($0.224$ eV) against $0.943\times0.01729=0.0163$. $\mathcal P$ peaks at $0.99997$ at $0.09103$ Ry (linear law $0.09113$) and falls to $-0.49997$ at $0.10862$ Ry (linear law $0.10843$). Since $\varepsilon_1-\varepsilon_3<0$, positive $x$ and full polarization lie below the minimum. With $\omega=0.4979$ Ry, $S_{\min}=\tfrac23(1.9893\times0.01729)^2=7.89\times10^{-4}$ and $4\pi^2\alpha/9=0.03201$, the linear law gives $\sigma_{\min}=1.257\times10^{-5}$ bohr$^2=3.5\times10^{-4}$ Mb, and the curve gives $3.6\times10^{-4}$ Mb.

At $0.2$ Ry above $\varepsilon_c$, $R_1=0.19835$ and $R_3=0.17784$, so $x=-27.0$. There $\beta=1.992$, $\mathcal P=-0.072$ and $\sigma=0.064$ Mb. The angular distribution has nearly recovered while a $7\%$ polarization survives. Repeating the valence calculation with $\alpha$ replaced by $\alpha/4$ shrinks the splitting to $-0.00104$ Ry, a factor $16.6$ against the first-order $16$, and $\beta$ still falls to within about $10^{-6}$ of $-1$.

**Q.** Should I look for the dip at $\varepsilon_c=1.3$ eV above threshold?

**A.** No. The model binds $4s$ by $5.5$ eV, against a measured value of roughly $4.3$ eV, and the position of a zero is sensitive to the potential. Two results show this. The nonrelativistic zero is at $0.0848$ Ry, $0.012$ Ry below $\varepsilon_c$. At first order $l\!\cdot\!s$ cancels in $\varepsilon_c$, so the shift comes from the scalar terms, and it is about $70\%$ of the splitting itself. Evaluating $3D/(2R')$ at the unshifted zero gives $-0.0166$ Ry, $4\%$ short of the Dirac splitting. With Slater exchange, $3/2$ times stronger, the zeros drop to $0.007$ and $0.025$ Ry, while their distance, $0.018$ Ry, changes by $5\%$ of its former value (a larger basis moves these two zeros up by about $3\times10^{-4}$ Ry). This stability holds within the family of local-exchange potentials and does not make the distance that of real potassium, since the model's spin–orbit coupling is too strong. Core polarization, nonlocal exchange, a relativistic core and interchannel coupling are all absent.

The expressions for $\sigma$, $\beta$ and $\mathcal P$ in terms of $a_1$ and $a_3$ are more general than the potential. They used angular momentum, parity and the dipole operator, and for an alkali atom they stand when the ion is left in an even-parity state with $J=0$, such as its closed-shell ground state, so that these two channels are the ones available. An odd-parity ion with $J=0$ would leave $s_{1/2}$ and $d_{3/2}$ waves instead, and $\mathcal P$ would take another form. Correlation changes the values of $a_j$. At the bottom of the dip the dipole cross section is about $180$ times smaller than at the far point, so multipoles neglected here and any background weigh correspondingly more.

Resolution matters as well, because a finite bandwidth weights $\beta$ with $\sigma\propto x^2+2$. For a flat window $|x|<X$ centered on $\varepsilon_c$, with $\Delta=0$ and the linear law, $\beta\,(x^2+2)=2x^2-2$, and averaging numerator and denominator gives

$$\bar\beta=\frac{\tfrac23X^2-2}{\tfrac13X^2+2}.$$

A window of full width $W$ has $X=3W/(2|\varepsilon_1-\varepsilon_3|)$. For this splitting $X=1$ means $W=\tfrac23\times0.235=0.16$ eV, and $\bar\beta=-4/7$ in place of $-1$. At a given bandwidth a wider splitting lowers $X$, and this is how a larger $Z_i$ makes the dip easier to observe.
